# Why an ultrathin film shifts reflection phase linearly but reflectance quadratically: test program

```python
"""
Result under test: a thin lossless film on a lossless substrate changes the
normal-incidence reflectance R only as d^2, but the reflection phase as d.
  n0, n1, n2 : indices of ambient, film, substrate;  d : film thickness (nm)
  k = 2 pi / wavelength (1/nm);  time factor exp(-i omega t)
  phase_fixed : phase relative to bare substrate, at fixed substrate plane
  phase_top   : the same, but referred to the top of the film
  dR = 4 n0 n2 (n1^2-n0^2)(n1^2-n2^2)(k d)^2/(n0+n2)^4
     = (n2/n0) R0 phase_fixed phase_top     (leading order)
The reference values come from solving the boundary conditions directly.
"""
import numpy as np
from scipy.integrate import solve_ivp


def reflection(indices, thicknesses, k):
    """Amplitude at the top interface from continuity of E and H."""
    m = len(thicknesses)
    M = np.zeros((2 * m + 2, 2 * m + 2), dtype=complex)
    rhs = np.zeros(2 * m + 2, dtype=complex)
    for j in range(m + 1):
        row, left, right = 2 * j, indices[j], indices[j + 1]
        if j == 0:
            M[0, 0], M[1, 0] = 1, -left
            rhs[0], rhs[1] = -1, -left
        else:
            p = np.exp(1j * k * left * thicknesses[j - 1])
            M[row, 2 * j - 1], M[row, 2 * j] = p, 1 / p
            M[row + 1, 2 * j - 1], M[row + 1, 2 * j] = left * p, -left / p
        M[row, 2 * j + 1] -= 1
        M[row + 1, 2 * j + 1] -= right
        if j < m:
            M[row, 2 * j + 2] -= 1
            M[row + 1, 2 * j + 2] += right
    return np.linalg.solve(M, rhs)[0]


def reflectance(indices, thicknesses, k):
    return abs(reflection(indices, thicknesses, k)) ** 2


def solved_changes(n0, n1, n2, d, k):
    """Change of R and the two phases, from the boundary conditions."""
    bare = reflection([n0, n2], [], k)
    top = reflection([n0, n1, n2], [d], k)
    fixed = top * np.exp(-2j * n0 * k * d)
    return (abs(top) ** 2 - abs(bare) ** 2,
            np.angle(fixed / bare), np.angle(top / bare))


def exact_dR(n0, n1, n2, d, k):
    g = (n1**2 - n0**2) * (n1**2 - n2**2) / (n1 * (n0 + n2)) ** 2
    s = np.sin(n1 * k * d) ** 2
    return 4 * n0 * n2 / (n0 + n2) ** 2 * g * s / (1 + g * s)


def quadratic_dR(n0, n1, n2, d, k):
    return (4 * n0 * n2 * (n1**2 - n0**2) * (n1**2 - n2**2)
            * (k * d) ** 2 / (n0 + n2) ** 4)


def linear_phases(n0, n1, n2, d, k):
    scale = -2 * n0 * k * d / (n2**2 - n0**2)
    return scale * (n1**2 - n0**2), scale * (n1**2 - n2**2)


def linear_dR(bare, excess, n0, d, k):
    """First-order change of R for any bare amplitude and film excess."""
    return k * d / n0 * np.real(1j * excess * np.conj(bare) * (1 + bare)**2)


wavelength = 633.0
k = 2 * np.pi / wavelength
n0, n1, n2, d = 1.0, 2.0, 1.5, 1.0
r0 = reflection([n0, n2], [], k).real
R0 = r0**2

# Exact reflectance for arbitrary thickness and indices
rng = np.random.default_rng(4)
for _ in range(200):
    a, b, c = rng.uniform(1.0, 3.5, 3)
    h = rng.uniform(0.0, 500.0)
    assert abs(solved_changes(a, b, c, h, k)[0]
               - exact_dR(a, b, c, h, k)) < 1e-11

# Leading laws, including films of lower index than substrate or ambient
small = 0.1
for a, b, c in [(1, 2, 1.5), (1, 1.3, 1.5), (1.33, 1.2, 1.5),
                (1.33, 2.2, 1.5), (1, 1.46, 3.5), (2, 1.4, 1.5)]:
    dR, fixed, top = solved_changes(a, b, c, small, k)
    lin_fixed, lin_top = linear_phases(a, b, c, small, k)
    bare_R = reflectance([a, c], [], k)
    assert abs(dR / quadratic_dR(a, b, c, small, k) - 1) < 1e-4
    assert abs(fixed / lin_fixed - 1) < 1e-3
    assert abs(top / lin_top - 1) < 1e-3
    assert abs(dR / (c / a * bare_R * fixed * top) - 1) < 2e-3

# Special indices: one phase or the reflectance does not respond
assert abs(solved_changes(n0, n2, n2, 50.0, k)[0]) < 1e-13
assert abs(solved_changes(n0, n2, n2, 50.0, k)[2]) < 1e-12
assert abs(solved_changes(n0, n0, n2, 50.0, k)[0]) < 1e-13
assert abs(solved_changes(n0, n0, n2, 50.0, k)[1]) < 1e-12

# Sheet radiation: first-order amplitude is in quadrature with r0
step = 1e-3


def fixed_amplitude(h):
    return reflection([n0, n1, n2], [h], k) * np.exp(-2j * n0 * k * h)


slope = (fixed_amplitude(step) - fixed_amplitude(-step)) / (2 * step)
sheet_slope = 1j * k * (n1**2 - n0**2) * (1 + r0) ** 2 / (2 * n0)
assert abs(slope / sheet_slope - 1) < 1e-6
assert abs(slope.real) < 1e-8 * abs(slope)

# Conjugation symmetry holds without loss and fails with loss
forward = reflection([n0, n1, n2], [40.0], k)
backward = reflection([n0, n1, n2], [-40.0], k)
assert abs(backward - np.conj(forward)) < 1e-12
lossy_f = reflection([n0, n1 + 0.1j, n2], [40.0], k)
lossy_b = reflection([n0, n1 + 0.1j, n2], [-40.0], k)
assert abs(lossy_b - np.conj(lossy_f)) > 1e-3


# Graded lossless film, by integration of the field equations
def graded_changes(h):
    def fields(u, y):
        return [1j * k * h * y[1], 1j * k * h * (4.0 - 1.5 * u) * y[0]]
    out = solve_ivp(fields, (1.0, 0.0), np.array([1.0, n2], dtype=complex),
                    method="DOP853", rtol=1e-12, atol=1e-14)
    E, H = out.y[:, -1]
    top = (n0 * E - H) / (n0 * E + H)
    return (abs(top) ** 2 - R0,
            np.angle(top * np.exp(-2j * n0 * k * h) / r0))


graded_full, graded_half = graded_changes(0.4), graded_changes(0.2)
mean_eps = 4.0 - 1.5 / 2
graded_phase = -2 * n0 * k * 0.2 * (mean_eps - n0**2) / (n2**2 - n0**2)
assert abs(graded_full[0] / graded_half[0] - 4) < 4e-3
assert abs(graded_full[1] / graded_half[1] - 2) < 2e-3
assert abs(graded_half[1] / graded_phase - 1) < 1e-3


# Linear term of R for complex bare amplitude or absorbing film
def odd_part(indices, rest, h):
    return (reflectance(indices, [h] + rest, k)
            - reflectance(indices, [-h] + rest, k)) / 2


tiny = 0.01
n_si = 3.9 + 0.02j
bare_si = reflection([n0, n_si], [], k)
lin_si_tiny = linear_dR(bare_si, n1**2 - n0**2, n0, tiny, k)
assert abs(odd_part([n0, n1, n_si], [], tiny) / lin_si_tiny - 1) < 1e-4
n1_lossy = n1 + 1e-3j
lin_abs_tiny = linear_dR(r0, n1_lossy**2 - n0**2, n0, tiny, k)
assert abs(odd_part([n0, n1_lossy, n2], [], tiny) / lin_abs_tiny - 1) < 1e-4

# Parallel plate with a coherent back surface, scanned over one fringe
plates = np.linspace(0, 1, 400, endpoint=False) * wavelength / (2 * n2)
plate_change, coated_R, odd, predicted, short = [], [], [], [], []
for L in plates:
    rb = reflection([n0, n2, n0], [L], k)
    coated = reflectance([n0, n1, n2, n0], [d, L], k)
    coated_R.append(coated)
    plate_change.append(coated - abs(rb) ** 2)
    odd.append(odd_part([n0, n1, n2, n0], [L], tiny))
    predicted.append(linear_dR(rb, n1**2 - n0**2, n0, tiny, k))
    short.append(k * tiny * (n1**2 - n0**2) / n0
                 * rb.imag * (1 - abs(rb) ** 2))
odd, predicted, short = map(np.array, (odd, predicted, short))
assert np.max(abs(odd - predicted)) < 1e-4 * np.max(abs(odd))
assert np.max(abs(odd - short)) < 1e-4 * np.max(abs(odd))


def incoherent(R):
    return R + (1 - R) ** 2 * R0 / (1 - R * R0)


dR, fixed, top = solved_changes(n0, n1, n2, d, k)
assert abs(np.mean(coated_R) - incoherent(R0 + dR)) < 1e-11
incoherent_change = incoherent(R0 + dR) - incoherent(R0)

# Pythagorean estimate fails; an intermediate index lowers R
pythagoras = R0 * fixed**2
low_dR, low_fixed, low_top = solved_changes(n0, 1.3, n2, d, k)
assert low_dR < 0 < R0 * low_fixed**2
assert abs(pythagoras / dR - 1) > 0.05

# Sizes of neglected effects, each as a shift of the reflectance reading
coated = R0 + dR
shift_abs = reflectance([n0, n1_lossy, n2], [d], k) - coated
shift_dirt = reflectance([n0, 1.45, n1, n2], [0.3, d], k) - coated
shift_spread = np.mean([reflectance([n0, n1, n2], [h], k)
                        for h in (d - 0.3, d + 0.3)]) - coated
shift_index = reflectance([n0, 1.9, n2], [d], k) - coated
shift_sub = reflectance([n0, n2 + 1e-3], [], k) - R0
tilt = np.radians(1.0)
cos_sub = np.sqrt(1 - (n0 * np.sin(tilt) / n2) ** 2)
shift_tilt = reflectance([n0 * np.cos(tilt), n2 * cos_sub], [], k) - R0

# Thickness resolution from assumed instrument resolutions
res_R, res_phase = 1e-3 * R0, 1e-3
curvature = quadratic_dR(n0, n1, n2, 1.0, k)
phase_slope = abs(linear_phases(n0, n1, n2, 1.0, k)[0])
detect_R = np.sqrt(res_R / curvature)
assert abs(solved_changes(n0, n1, n2, detect_R, k)[0] / res_R - 1) < 0.01
apparent = -fixed / (2 * n0 * k)
height_factor = (n1**2 - n0**2) / (n2**2 - n0**2)
assert abs(apparent / (height_factor * d) - 1) < 5e-3

print(f"wavelength = {wavelength:.0f} nm; film d = {d:.1f} nm")
print(f"indices n0, n1, n2 = {n0:.1f}, {n1:.1f}, {n2:.1f}")
print(f"k d = {k*d:.6f}; beta = n1 k d = {n1*k*d:.6f} rad")
print(f"bare amplitude r0 = {r0:.4f}; R0 = {R0:.6f}")
print(f"first-order amplitude at 1 nm = {sheet_slope.imag*d:.6f} i")
print("d (nm) | dR exact | dR quadratic | units 1e-6")
for h in (0.5, 1.0, 2.0, 4.0):
    print(f"{h:.1f} | {solved_changes(n0,n1,n2,h,k)[0]*1e6:.3f}"
          f" | {quadratic_dR(n0,n1,n2,h,k)*1e6:.3f}")
print("d (nm) | fixed-plane phase exact | linear | mrad")
for h in (0.5, 1.0, 2.0, 4.0):
    print(f"{h:.1f} | {solved_changes(n0,n1,n2,h,k)[1]*1e3:.3f}"
          f" | {linear_phases(n0,n1,n2,h,k)[0]*1e3:.3f}")
half = solved_changes(n0, n1, n2, d / 2, k)
print(f"log2 ratio of dR, 1 nm to 0.5 nm = {np.log2(dR/half[0]):.4f}")
print(f"log2 ratio of phase, same pair = {np.log2(fixed/half[1]):.4f}")
print(f"film-top phase at 1 nm = {top*1e3:.3f} mrad")
print(f"relative change dR/R0 at 1 nm = {dR/R0*100:.4f} %")
print(f"fixed-plane phase at 1 nm = {np.degrees(fixed):.3f} deg")
print(f"Pythagorean estimate R0 phase^2 = {pythagoras*1e6:.2f}e-6")
print(f"film index 1.3 instead: dR = {low_dR*1e6:.3f}e-6")
print(f"  its Pythagorean estimate = {R0*low_fixed**2*1e6:.3f}e-6")
print(f"apparent step height of 1 nm film = {apparent:.3f} nm")
print("assumed resolution: 0.1 % of R0; 1 mrad of phase")
print(f"least film seen by R from bare = {detect_R:.3f} nm")
print(f"R resolution around 1 nm = {res_R/(2*curvature*d):.3f} nm")
print(f"phase resolution, any thin d = {res_phase/phase_slope:.4f} nm")
print("shifts of R for the 1 nm film, units 1e-6:")
print(f"  film absorption, kappa 0.001: {shift_abs*1e6:.2f}")
print(f"  0.3 nm contamination, n 1.45: {shift_dirt*1e6:.2f}")
print(f"  thickness spread +-0.3 nm: {shift_spread*1e6:.2f}")
print(f"  film index 1.9, not 2.0: {shift_index*1e6:.2f}")
print(f"  substrate index error +0.001: {shift_sub*1e6:.2f}")
print(f"  1 deg tilt between readings, s-pol: {shift_tilt*1e6:.2f}")
print(f"dR with incoherent back surface = {incoherent_change*1e6:.2f}e-6")
print(f"coherent plate: largest dR = {max(plate_change)*1e6:.0f}e-6")
print(f"coherent plate: lowest dR = {min(plate_change)*1e6:.0f}e-6")
dR_si = reflectance([n0, n1, n_si], [d], k) - abs(bare_si) ** 2
lin_si = linear_dR(bare_si, n1**2 - n0**2, n0, d, k)
print(f"silicon-like substrate index = {n_si.real:.1f} + {n_si.imag:.2f} i")
print(f"  total dR at 1 nm = {dR_si*1e6:.2f}e-6")
print(f"  its linear part = {lin_si*1e6:.2f}e-6")
print("tests ok")
```

Output:

```
wavelength = 633 nm; film d = 1.0 nm
indices n0, n1, n2 = 1.0, 2.0, 1.5
k d = 0.009926; beta = n1 k d = 0.019852 rad
bare amplitude r0 = -0.2000; R0 = 0.040000
first-order amplitude at 1 nm = 0.009529 i
d (nm) | dR exact | dR quadratic | units 1e-6
0.5 | 19.862 | 19.863
1.0 | 79.435 | 79.452
2.0 | 317.535 | 317.807
4.0 | 1266.882 | 1271.226
d (nm) | fixed-plane phase exact | linear | mrad
0.5 | -23.818 | -23.823
1.0 | -47.611 | -47.645
2.0 | -95.022 | -95.290
4.0 | -188.473 | -190.580
log2 ratio of dR, 1 nm to 0.5 nm = 1.9998
log2 ratio of phase, same pair = 0.9992
film-top phase at 1 nm = -27.759 mrad
relative change dR/R0 at 1 nm = 0.1986 %
fixed-plane phase at 1 nm = -2.728 deg
Pythagorean estimate R0 phase^2 = 90.67e-6
film index 1.3 instead: dR = -5.847e-6
  its Pythagorean estimate = 4.804e-6
apparent step height of 1 nm film = 2.398 nm
assumed resolution: 0.1 % of R0; 1 mrad of phase
least film seen by R from bare = 0.710 nm
R resolution around 1 nm = 0.252 nm
phase resolution, any thin d = 0.0210 nm
shifts of R for the 1 nm film, units 1e-6:
  film absorption, kappa 0.001: 5.08
  0.3 nm contamination, n 1.45: 17.29
  thickness spread +-0.3 nm: 7.14
  film index 1.9, not 2.0: -25.73
  substrate index error +0.001: 128.05
  1 deg tilt between readings, s-pol: 16.25
dR with incoherent back surface = 73.44e-6
coherent plate: largest dR = 5387e-6
coherent plate: lowest dR = -5251e-6
silicon-like substrate index = 3.9 + 0.02 i
  total dR at 1 nm = -121.90e-6
  its linear part = -32.23e-6
tests ok
```
